# Why a single quantum-well exciton absorbs at most half the light, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a thin sheet to a real well

### A number to explain

Take a CdTe quantum well with one exciton line, embedded in a medium of its own refractive index, and shine light on it from one side at the line centre. Let $\Gamma$ be the rate at which the exciton's polarization decays by emitting light, and $\gamma$ the rate at which it decays in every other way. For three values of $\gamma/\Gamma$, the reflected, transmitted and absorbed fractions $R$, $T$ and $A$ are

| $\gamma/\Gamma$ | $R$ | $T$ | $A$ |
|---|---|---|---|
| 0.1 | 0.8264 | 0.0083 | 0.1653 |
| 1 | 0.2500 | 0.2500 | 0.5000 |
| 10 | 0.0083 | 0.8264 | 0.1653 |

Damping that is ten times too weak and damping that is ten times too strong give the same absorption, with reflection and transmission exchanged. Between them stands one half. Is that the largest value, and what sets it?

Both rates are decay rates of the polarization amplitude. If emission is the only process, the population, being quadratic in the amplitude, decays at the rate $2\Gamma$. No such rule holds for $\gamma$, which includes loss of phase without loss of population. Absorption means light missing from the two coherent beams, $A=1-R-T$. Part of it may reappear later as luminescence.

### Simplest case: a sheet without thickness

The light is weak, monochromatic and normally incident. Real fields are written

$$E(z,t)=E(z)e^{-i\omega t}+\text{c.c.},$$

and likewise for the polarization $P$. In a lossless medium of index $n$, Maxwell's equations give

$$\frac{\partial^2E}{\partial z^2}-\frac{n^2}{c^2}\frac{\partial^2E}{\partial t^2}=\mu_0\frac{\partial^2P}{\partial t^2},$$

where $P$ is the exciton's part of the polarization and $n$ contains the rest. Each time derivative gives a factor $-i\omega$, so with $k=n\omega/c$

$$E''+k^2E=-\mu_0\omega^2P. \tag{1}$$

Let the polarization sit at $z=0$ and follow the local field resonantly:

$$P(z)=\delta(z)\,\frac{M^2}{\hbar}X(\omega)E(0),\qquad X=\frac{1}{\omega_0-\omega-i\gamma}. \tag{2}$$

Here $\omega_0$ is the exciton frequency and $M$ a coupling strength, derived below. The sign of $i\gamma$ belongs to the convention $e^{-i\omega t}$: it makes the imaginary part of $X$ positive, which will turn out to mean loss.

For unit incident amplitude the field is $e^{ikz}+re^{-ikz}$ on the left and $te^{ikz}$ on the right. The field is continuous at the sheet, so

$$t=1+r. \tag{3}$$

Integrating (1) across the sheet gives the jump of the slope:

$$ikt-ik(1-r)=-\mu_0\omega^2\frac{M^2}{\hbar}XE(0).$$

By (3) the left side is $2ikr$, and $E(0)=t$. Dividing by $2ik$, and using $-1/i=i$ and $\mu_0=1/(\varepsilon_0c^2)$,

$$r=i\beta Xt,\qquad \beta=\frac{\mu_0\omega^2M^2}{2k\hbar}=\frac{\omega M^2}{2n\varepsilon_0c\hbar}. \tag{4}$$

Inserting $t=1+r$ and solving for $r$,

$$r=\frac{i\beta X}{1-i\beta X}=\frac{i\beta}{\omega_0-\omega-i(\gamma+\beta)}. \tag{5}$$

The last form follows on dividing numerator and denominator by $X$. The sheet's own radiated field has added $\beta$ to the damping. Although $\gamma$ was the only damping put in, the line has the amplitude damping $\gamma+\beta$.

At the line centre $r=-\beta/(\gamma+\beta)$ and $t=\gamma/(\gamma+\beta)$. With $x=\gamma/\beta$,

$$R=\frac1{(1+x)^2},\qquad T=\frac{x^2}{(1+x)^2},\qquad A=\frac{2x}{(1+x)^2}. \tag{6}$$

The absorption follows from $(1+x)^2-1-x^2=2x$. Replacing $x$ by $1/x$ exchanges $R$ and $T$ and leaves $A$ unchanged, which is the symmetry in the table. For $x=10$, $A=20/121=0.1653$.

**Limits.** For $x\to0$ the sheet reflects everything at the line centre: its radiated wave cancels the incident wave on the far side. Nothing is absorbed, because the polarization has no way to lose energy except by radiating it. For $x\to\infty$ the polarization is too small to matter, and $A\approx2/x$. Absorption needs both a strong polarization and a loss, and increasing the loss weakens the polarization.

### Where the coupling comes from

A real well has a width, and its polarization is not a local function of the field. Let $b$ be the amplitude of the exciton that has no in-plane momentum, in a well of area $F$. Take circularly polarized light, which drives one heavy-hole exciton. Three factors enter its dipole density:

- the interband dipole $d$ for this polarization;
- the amplitude $\varphi(0)$ for electron and hole to be at the same in-plane point;
- the product $\rho(z)$ of their confinement functions.

The centre of mass is spread evenly over the area, which contributes $1/\sqrt F$. Hence

$$P(z)=\frac{M\rho(z)}{\sqrt F}\,b,\qquad M=d\,\varphi(0). \tag{7}$$

The phases are chosen so that $M$ is real, and $\rho$ is real because confinement functions can be chosen real without a magnetic field. The interaction energy is $-F\int(P^*E+PE^*)dz$ when terms oscillating near $2\omega$ are dropped. The equation of motion, with damping added, is therefore

$$i\hbar\dot b=\hbar(\omega_0-i\gamma)b-\sqrt F\,M\Lambda,\qquad \Lambda=\int\rho(z)E(z)\,dz. \tag{8}$$

For a steady oscillation $i\dot b=\omega b$, so $b=\sqrt F\,M\Lambda X/\hbar$ and

$$P(z)=\frac{M^2}{\hbar}X(\omega)\,\rho(z)\int\rho(z')E(z')\,dz'. \tag{9}$$

The exciton responds as a whole: the field anywhere in the well drives polarization everywhere in it. Equation (2) is the case $\rho=\delta(z)$. The exciton amplitude is treated as linear, which requires few excitons. The dropped terms are smaller than the resonant one by roughly the linewidth over twice the photon energy, about $10^{-4}$ here.

### General case: a well of finite width

Equation (1) is solved with the function

$$G(z)=\frac{i}{2k}e^{ik|z|}.$$

Away from $z=0$ it satisfies $G''=-k^2G$. At $z=0$ its slope jumps by $(i/2k)(ik+ik)=-1$. Hence $G''+k^2G=-\delta(z)$, and the waves run outward on both sides. The field is the incident wave plus what the polarization radiates, $\mu_0\omega^2\int G(z-z')P(z')dz'$. By (9) and the definition of $\beta$ in (4),

$$E(z)=e^{ikz}+i\beta X\Lambda\int e^{ik|z-z'|}\rho(z')\,dz'. \tag{10}$$

The unknown $\Lambda$ is a single number. Multiplying (10) by $\rho(z)$ and integrating gives

$$\Lambda=Q+i\beta XJ\Lambda\quad\Rightarrow\quad \Lambda=\frac{Q}{1-i\beta XJ}, \tag{11}$$

$$Q=\int\rho\,e^{ikz}dz,\qquad J=\iint\rho(z)\rho(z')e^{ik|z-z'|}dz\,dz'.$$

The real part of $J$ contains $\cos k(z-z')$, in which the absolute value no longer matters. Since $\rho$ is real,

$$\operatorname{Re}J=\operatorname{Re}\iint\rho\rho'e^{ikz}e^{-ikz'}dz\,dz'=|Q|^2. \tag{12}$$

Now divide by $X$ in (11):

$$X\Lambda=\frac{Q}{1/X-i\beta J}=\frac{Q}{D},\qquad D=\omega_0'-\omega-i(\Gamma+\gamma), \tag{13}$$

$$\Gamma=\beta|Q|^2,\qquad \omega_0'=\omega_0+\beta\operatorname{Im}J.$$

The sign of the shift comes from $-i\beta(i\operatorname{Im}J)=+\beta\operatorname{Im}J$.

To the right of the well $|z-z'|=z-z'$, and the integral in (10) is $e^{ikz}Q^*$. To the left it is $e^{-ikz}Q$. Reading off the coefficients,

$$t=1+\frac{i\Gamma}{D},\qquad r=\frac{i\beta Q^2}{D}. \tag{14}$$

An asymmetric well gives $Q$ a phase. That phase enters $r$ and drops out of $|r|=\Gamma/|D|$. The absorbed fraction follows from $D+i\Gamma=\omega_0'-\omega-i\gamma$:

$$A=\frac{|D|^2-\Gamma^2-|D+i\Gamma|^2}{|D|^2}=\frac{(\Gamma+\gamma)^2-\Gamma^2-\gamma^2}{|D|^2},$$

$$\boxed{A(\omega)=\frac{2\Gamma\gamma}{(\omega-\omega_0')^2+(\Gamma+\gamma)^2}} \tag{15}$$

**Limit.** For a well much thinner than the wavelength, $Q\to\int\rho\,dz$ and $\operatorname{Im}J\to0$. This integral is the overlap of the electron and hole confinement functions. It equals 1 when the two functions coincide, and (14) then returns to the sheet result (5). Otherwise (5) holds with $\beta$ multiplied by the squared overlap.

**Test.** Equation (1) with the polarization (9) was also solved on a grid, without the steps from (10) to (15). Two wells were used: a symmetric one of 10 nm and an asymmetric one of 60 nm. The detunings were $-2$, $0.3$ and $1.5$ times the 10 nm well's $\Gamma$, and $\gamma$ was $0.2$, $1$ and $4$ times that $\Gamma$. In all cases $r$ and $t$ agreed with (14) to within $2\times10^{-4}$ of the incident amplitude. Turning the asymmetric well around changed $A$ by less than $10^{-6}$.

### Numbers for the CdTe well

The inputs are rough typical values: $n=3.0$, exciton energy 1.62 eV, well width $L=10$ nm, $d/e=0.55$ nm, and in-plane exciton radius $a=6.0$ nm. The in-plane function is taken as $\varphi(s)=\varphi(0)e^{-s/a}$, with $s$ the electron–hole distance. Normalization requires

$$|\varphi(0)|^2\int_0^\infty2\pi s\,e^{-2s/a}ds=|\varphi(0)|^2\,\frac{\pi a^2}{2}=1,$$

so $|\varphi(0)|^2=2/(\pi a^2)=0.01768\ \text{nm}^{-2}$ and $M^2/e^2=0.55^2\times0.01768=0.00535$.

With the fine-structure constant $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, equation (4) becomes

$$\hbar\beta=\frac{2\pi\alpha}{n}\,\hbar\omega_0\,\frac{M^2}{e^2}=\frac{2\pi}{137.0\times3.0}\times1.62\ \text{eV}\times0.00535=0.132\ \text{meV}.$$

For electron and hole in the lowest state of a well with high barriers, $\rho=(2/L)\cos^2(\pi z/L)$. This gives $|Q|^2=0.998$ and $\operatorname{Im}J=0.051$. The finite width thus lowers the radiative rate by 0.2 percent, to $\hbar\Gamma=0.132$ meV, and moves the line up by $0.132\times0.051=0.007$ meV. For this well the thin sheet was already a good model. With barriers of finite height the electron spreads further than the hole. For band offsets of 0.1 to 0.2 eV for the electron and about half that for the hole, the reduced overlap lowers $\Gamma$ by another 1 to 2 percent. The third digit of $\hbar\Gamma$ serves only to compare calculations. Since $\Gamma$ is proportional to $1/a^2$, a radius of 7 nm instead of 6 nm would give 0.097 meV. The assumed 6.0 nm is on the small side. A variational estimate with the same $\varphi(s)$, an electron mass of 0.096, in-plane hole masses of 0.16 to 0.25 and dielectric constants of 9 to 10.2 gives radii of about 7 to 9 nm, binding energies of 14 to 21 meV and $\hbar\Gamma$ of 0.06 to 0.10 meV.

### What $\Gamma$ means

So far $\Gamma$ is a term in a denominator. To see that it is a decay rate, switch off the incident light and leave an excited exciton. Its own field, from (7) and $G$, gives $\Lambda=\mu_0\omega^2(i/2k)MJb/\sqrt F$. Equation (8), divided by $i\hbar$, contains the driving term $+i\sqrt F\,M\Lambda/\hbar=i(i\beta J)b=-\beta Jb$. Therefore

$$\dot b=-\left[i\omega_0'+\gamma+\Gamma\right]b. \tag{16}$$

Here $\beta J$ is evaluated at $\omega_0$, which is justified when the decay is slow compared with the optical period and with the passage of light through the well.

Counting photons gives the same rate. In a box of length $B$ around the well, one photon of frequency $\omega$ has the field amplitude $\sqrt{\hbar\omega/(2\varepsilon_0n^2FB)}$, for an index taken as independent of frequency. Its coupling $g$ to the exciton, as a frequency, obeys

$$g^2=\frac{M^2|Q|^2\omega}{2\hbar\varepsilon_0n^2B}.$$

The two directions together have $Bn/(\pi c)$ modes per unit of $\omega$. Fermi's golden rule then gives the population rate

$$2\pi g^2\,\frac{Bn}{\pi c}=\frac{M^2|Q|^2\omega}{\hbar\varepsilon_0nc}=2\Gamma.$$

**Test.** An exciton coupled to 1000 such modes, spaced by $0.4\,\Gamma$, was diagonalized and followed in time. Between the times $1/\Gamma$ and $2/\Gamma$ its amplitude decayed with $\hbar\Gamma=0.1326$ meV, against $0.1322$ meV from (13). The difference is 0.3 percent, within the 1 percent allowed for a finite band of modes. The radiative lifetime of the population is $\hbar/(2\hbar\Gamma)=2.5$ ps.

### Where the missing light goes

The light missing from the beams should equal the work done on the polarization. The time average of $E\,\partial P/\partial t$ is $2\omega\operatorname{Im}(E^*P)$. By (9), $\int E^*P\,dz=M^2X|\Lambda|^2/\hbar$. Since $\operatorname{Im}X=\gamma|X|^2$, the work per area and time is

$$W=\frac{2\omega M^2\gamma}{\hbar}|X\Lambda|^2=\frac{2\omega M^2\gamma}{\hbar}\frac{|Q|^2}{|D|^2}.$$

The incident wave of unit amplitude carries the flux $2n\varepsilon_0c$. The ratio of the two is $2\Gamma\gamma/|D|^2$, which is (15). In the grid solutions described above, the work and $1-R-T$ agreed to within $10^{-5}$ of the incident flux. The absorbed power is proportional to $\gamma$ times the squared polarization, and this product has a maximum.

## Second half: the maximum, its reason and its limits

### Symbols and results carried over

The polarization amplitude decays radiatively at the rate $\Gamma$ and in other ways at the rate $\gamma$. The exciton has a real profile $\rho(z)$ and a response $X(\omega)$, which for a single line is $1/(\omega_0-\omega-i\gamma)$. The numbers $Q$ and $J$ are the profile's overlap with the incident wave and with its own radiated field, and $\operatorname{Re}J=|Q|^2$. With $\Gamma=\beta|Q|^2$ and the shifted line centre $\omega_0'$,

$$t=1+\frac{i\Gamma}{D},\quad |r|=\frac{\Gamma}{|D|},\quad D=\omega_0'-\omega-i(\Gamma+\gamma),\quad A=\frac{2\Gamma\gamma}{|D|^2}. \tag{17}$$

For the CdTe example $\hbar\Gamma=0.132$ meV.

### The maximum for one line

Treat $\Gamma$ as constant across the line. It is proportional to $\omega$ apart from the slow change of $|Q|^2$, so over a detuning of $\Gamma$ it changes by about $\Gamma/\omega_0\approx10^{-4}$ of itself. For given rates $|D|$ is smallest at $\omega=\omega_0'$. There, with $x=\gamma/\Gamma$,

$$\frac12-A=\frac12-\frac{2x}{(1+x)^2}=\frac{(1+x)^2-4x}{2(1+x)^2}=\frac{(1-x)^2}{2(1+x)^2}\ge0. \tag{18}$$

The difference vanishes at $x=1$ and nowhere else. One exciton line therefore absorbs at most half the light, and it reaches one half at the line centre when the two damping rates are equal. The remaining half is divided equally between reflection and transmission.

For a single exciton line in an index-matched medium, the absorption is at most one half, reached at the line centre when the radiative and other damping rates are equal. What remains is to test this maximum numerically, find the reason for it, and see how it changes with broadband light, disorder, a surface and temperature.
